# Kinetic balance with the exact point-nucleus power at the origin

**Q:** I want a basis for a heavy one-electron ion with a point nucleus. The exact radial functions behave as $r^{\gamma-1}$ at the origin, so I will give my large-component functions that power and generate the small ones by kinetic balance. Surely the better large function gives the better small function?

**A:** Let us follow the powers. I use Hartree atomic units, $V=-Z/r$ with $0<Z<c$, and energies $E$ without the rest energy. Let $P$ and $Q$ be $r$ times the large and small radial components, so your $r^{\gamma-1}$ becomes $P\sim r^\gamma$. The radial equations are

$$(V-E)P+c\left(-Q'+\frac{\kappa}{r}Q\right)=0,$$

$$c\left(P'+\frac{\kappa}{r}P\right)+(V-E-2c^2)Q=0 .$$

Here $\kappa=-1$ for $s_{1/2}$ and $\kappa=+1$ for $p_{1/2}$. Insert $P\simeq p\,r^\gamma$ and $Q\simeq q\,r^\gamma$. The most singular terms, of order $r^{\gamma-1}$, give

$$Zp=c(\kappa-\gamma)q,\qquad Zq=c(\gamma+\kappa)p .$$

Multiplying the equations and dividing by $pq$ gives $Z^2=c^2(\kappa^2-\gamma^2)$, so the regular solution has $\gamma=\sqrt{\kappa^2-Z^2/c^2}$. Both components have the same power, with $q/p=c(\gamma+\kappa)/Z$.

**Q:** That is the power I am building in. What does kinetic balance do to it?

**A:** It prescribes $Q_{\rm KB}=(P'+\kappa P/r)/(2c)$. For $P=r^\gamma e^{-\zeta r}$, the product rule gives $P'=(\gamma/r-\zeta)P$, hence

$$Q_{\rm KB}=\frac{1}{2c}\left(\frac{a}{r}-\zeta\right)r^\gamma e^{-\zeta r},\qquad a=\gamma+\kappa .$$

The coefficient $a$ cannot vanish, because $(\gamma+\kappa)(\gamma-\kappa)=-Z^2/c^2\neq0$. So $Q_{\rm KB}\sim r^{\gamma-1}$, one power lower than the exact $Q$. In terms of the radial component itself, this is $r^{\gamma-2}$.

**Q:** But kinetic balance comes from the Dirac equation. How can it spoil a correct function?

**A:** It comes from an approximation to that equation. The second radial equation says

$$Q=\frac{c(P'+\kappa P/r)}{2c^2+E-V}.$$

Kinetic balance replaces the denominator by $2c^2$. For an exact $P$, dividing the two expressions gives

$$\frac{Q_{\rm KB}}{Q}=\frac{2c^2+E-V}{2c^2}=1+\frac{E+Z/r}{2c^2}.$$

The neglected $Z/r$ equals $2c^2$ at $r_*=Z/(2c^2)$. Inside that radius the approximation has lost its justification. For $Z=80$, $r_*=0.00213$ bohr. At $r=10^{-5}$ bohr the balanced function is already about 214 times the exact one.

**Q:** A large error in a tiny volume may not matter. Is any integral actually infinite?

**A:** Near the origin the nuclear attraction integral contains

$$\int_0 \frac{Q_{\rm KB}^2}{r}\,dr\sim\frac{a^2}{4c^2}\int_0 r^{2\gamma-3}\,dr .$$

It converges if and only if $2\gamma-2>0$, that is, $\gamma>1$. For $|\kappa|=1$ we have $\gamma=\sqrt{1-Z^2/c^2}<1$, so it diverges for both $s_{1/2}$ and $p_{1/2}$, at any nonzero $Z$.

For $|\kappa|\ge2$ and $Z<c$, $\gamma^2>4-1=3$, so the integral converges. The power at the origin is still wrong, but the matrix element exists. This does not make the energy an upper bound: for $Z=80$, $\kappa=-2$ and $\zeta=39$ bohr$^{-1}$ one such pair gives $-817.89$ hartree, slightly below the exact $2p_{3/2}$ value $-817.81$. At $Z=80$, $\kappa=-2$ and $\zeta=80$ bohr$^{-1}$, its value per normalized small function is $-3454$ hartree.

**Q:** Is the small function at least normalizable when $|\kappa|=1$?

**A:** Its norm contains $\int_0 r^{2\gamma-2}dr$, which requires $\gamma>1/2$. Squaring gives $1-Z^2/c^2>1/4$, or $Z<\sqrt3\,c/2=118.7$. Below that bound the function has a norm but no finite nuclear attraction. Above it, even the norm is lost.

**Q:** I have evaluated the $s_{1/2}$ integral with Gamma functions and obtained a sensible finite number. Where did the infinity go?

**A:** It was removed by using a formula outside its range. Put $t=2\zeta$ and expand the square:

$$\frac{4c^2Q_{\rm KB}^2}{r}=\left(a^2r^{2\gamma-3}-2a\zeta r^{2\gamma-2}+\zeta^2r^{2\gamma-1}\right)e^{-tr}.$$

Take $1/2<\gamma<1$. The last two terms are integrable from zero. For the first, set $s=2\gamma-2$, which lies between $-1$ and $0$, and integrate by parts from a cutoff $\epsilon$:

$$\int_\epsilon^\infty r^{s-1}e^{-tr}dr=-\frac{\epsilon^s e^{-t\epsilon}}{s}+\frac{t}{s}\int_\epsilon^\infty r^s e^{-tr}dr .$$

The remaining integral tends to $\Gamma(s+1)/t^{s+1}$. Since $\Gamma(s+1)/s=\Gamma(s)$, the right side is $\epsilon^s/(-s)+\Gamma(s)t^{-s}+O(\epsilon^{s+1})$. The usual Gamma formula keeps the second term and omits the first, which is the one that diverges. Altogether,

$$\int_\epsilon^\infty\frac{Q_{\rm KB}^2}{r}dr=D(\epsilon)+F+O(\epsilon^{2\gamma-1}),$$

$$D(\epsilon)=\frac{a^2\epsilon^{2\gamma-2}}{4c^2(2-2\gamma)} .$$

To collect $F$, define $G=\Gamma(2\gamma-1)t^{2-2\gamma}$. The recurrence $\Gamma(x+1)=x\Gamma(x)$ turns the three terms into $a^2G/(2\gamma-2)$, $-2a\zeta G/t=-aG$, and $\zeta^2(2\gamma-1)G/t^2=(2\gamma-1)G/4$. Thus

$$F=\frac{G}{4c^2}\left[\frac{a^2}{2\gamma-2}-a+\frac{2\gamma-1}{4}\right].$$

For $s_{1/2}$, $a=\gamma-1$, and the bracket is

$$\frac{\gamma-1}{2}-(\gamma-1)+\frac{2\gamma-1}{4}=\frac14 .$$

It is positive, so multiplication by $-Z$ gives an apparently proper attraction.

**Q:** How plausible is that false value?

**A:** It coincides with the large-component expectation value. The same Gamma integrals give the norm

$$S_{SS}=\int_0^\infty Q_{\rm KB}^2dr=\frac{G}{8c^2\zeta}\left[a^2-a(2\gamma-1)+\frac{\gamma(2\gamma-1)}2\right].$$

With $a=\gamma-1$, the first two terms combine to $\gamma(1-\gamma)$ and the bracket becomes $\gamma/2$. Therefore $S_{SS}=G\gamma/(16c^2\zeta)$, while $F=G/(16c^2)$, and $-ZF/S_{SS}=-Z\zeta/\gamma$. For the large function, the ratio of $\Gamma(2\gamma)/t^{2\gamma}$ to $\Gamma(2\gamma+1)/t^{2\gamma+1}$ is $t/(2\gamma)=\zeta/\gamma$, so its potential energy is also $-Z\zeta/\gamma$. At $Z=80$ and $\zeta=80$ bohr$^{-1}$ both are $-7882.7$ hartree, but only the large-component value is an actual integral.

For $p_{1/2}$ the fault is visible. There $a=1.812$ and the bracket in $F$ is about $-8.73-1.81+0.16=-10.38$. The continued formula gives $+55239$ hartree per normalized small function: an attractive potential appears repulsive.

**Q:** What happens to the energy if I use the real integral instead?

**A:** Take the $Z=80$ ion with one $s_{1/2}$ pair and $\zeta=80$ bohr$^{-1}$. This $P$ is the exact $1s$ large function, so the small function alone is at fault. Regularize by using $-Z/r$ outside $\epsilon$ and zero inside, for both components.

Let $S_{LL}$ be the norm of $P$, and $V_{LL}$, $V_{SS}$ the potential integrals. Integration by parts moves the derivative from $Q_{\rm KB}$ to $P$. The boundary term $PQ_{\rm KB}\sim r^{2\gamma-1}$ vanishes because $\gamma>1/2$ here. The coupling is then

$$c\int Q_{\rm KB}\left(P'+\frac{\kappa P}{r}\right)dr=2c^2S_{SS},$$

because the expression in parentheses is $2cQ_{\rm KB}$. The condition for a nonzero solution is

$$(V_{LL}-ES_{LL})(V_{SS}-2c^2S_{SS}-ES_{SS})=(2c^2S_{SS})^2 .$$

As $V_{SS}\to-\infty$ at fixed coupling, the upper root must make the first factor vanish:

$$E\longrightarrow\frac{V_{LL}}{S_{LL}}=-\frac{Z\zeta}{\gamma}=-7882.7\ \text{hartree}.$$

The kinetic energy comes from the coupling to the small component. That component has been pushed infinitely far down in energy, so the coupling no longer contributes. The exact energy is $c^2(\gamma-1)=-3532.2$ hartree.

**Q:** Does the collapse need an absurdly small cutoff?

**A:** Not for this ion:

- $\epsilon=10^{-4}$ bohr: $E=-4078$ hartree.
- $\epsilon=10^{-6}$ bohr: $E=-5851$ hartree.
- $\epsilon=10^{-8}$ bohr: $E=-7333$ hartree.
- $\epsilon=10^{-20}$ bohr: $E=-7882.67$ hartree.

The cutoff itself hardly moves the true level, and moves it upward: the exact energy in the cutoff potential is $-3527.5$ hartree at $\epsilon=10^{-4}$ bohr. The size of the last small-component potential can be checked from $D$. With $a^2=0.03538$ and $2-2\gamma=0.3762$,

$$D\simeq\frac{0.03538\times10^{20\times0.3762}}{4(137.036)^2\times0.3762}\simeq41.8 .$$

Multiplying by $-80$ and dividing by $S_{SS}=3.275\times10^{-7}$ gives about $-1.02\times10^{10}$ hartree, in agreement with the direct integral.

**Q:** Would a larger basis collapse as badly?

**A:** It can collapse further. Suppose the functions share $\gamma$ but have different exponents. Every $Q_i$ has the same leading term $ar^{\gamma-1}/(2c)$, so every element of the attraction matrix acquires the same divergent term. For a small-component combination $\sum_i d_iQ_i$, the divergence is proportional to $(\sum_i d_i)^2$. It removes one direction; combinations with $\sum_i d_i=0$ have finite attraction. But $n$ large functions then share only $n-1$ usable small ones, so one large combination has no small partner to supply its kinetic energy. With exponents 80, 136 and 231.2 bohr$^{-1}$ and $\epsilon=10^{-20}$ bohr, that combination alone has a potential energy of $-8132$ hartree. Mixing with the other large combinations lowers the energy further: the lowest of the three upper roots is $-20363$ hartree, far below the one-pair value.

**Q:** Then why did my hydrogen test look converged?

**A:** For $s_{1/2}$ the divergent coefficient vanishes in the nonrelativistic limit. Write $\delta=1-\gamma$. Since $a^2=\delta^2$ and $F=G/(16c^2)$,

$$\frac{D}{F}=\frac{2\delta}{G}\epsilon^{-2\delta}.$$

In hydrogen $\delta=2.66\times10^{-5}$. With $\zeta=1$ bohr$^{-1}$, moving the cutoff from $10^{-10}$ to $10^{-20}$ bohr changes the integral by a relative $6.5\times10^{-8}$. The divergent term equals $F$ only near $\epsilon=10^{-80254}$ bohr. Quadrature at ordinary radii sees a plateau, which is not a proof of convergence.

**Q:** Would a nucleus of finite size rescue my functions?

**A:** It makes the attraction integral finite when $\gamma>1/2$, because $V$ is then bounded and the integrand is no worse than $r^{2\gamma-2}$. Finite is not the same as accurate: for $Z=80$ and a uniformly charged sphere of radius $1.33\times10^{-4}$ bohr, the same one-pair basis gives $-4488$ hartree, while the exact level in that potential is $-3530$ hartree. A finite nucleus also removes the reason for choosing $r^\gamma$. With bounded $V$, the leading terms for $\kappa=-1$ are $P\sim r$ and $Q\sim r^2$: the choice $P\sim r$ cancels $P'-P/r$ at leading order. The fractional power belongs to the point nucleus.

**Q:** So should I give up kinetic balance or the exact power?

**A:** You can give up either one, but the replacement matters: with kinetic balance, $P\sim r^{0.95}$ for $s_{1/2}$ would still give a divergent attraction integral. To keep kinetic balance, use $P=r^{l+1}e^{-\zeta r}$, with $l$ the orbital quantum number of the large component. If $\kappa=-(l+1)$, the coefficient $l+1+\kappa$ vanishes and $Q_{\rm KB}\sim r^{l+1}$. If $\kappa=l\ge1$, then $Q_{\rm KB}\sim r^l$ and the attraction integrand behaves as $r^{2l-1}$. Both cases converge. For $s_{1/2}$,

$$\int_0^\infty\frac{Q_{\rm KB}^2}{r}dr=\frac{\zeta^2}{4c^2}\int_0^\infty re^{-2\zeta r}dr=\frac1{16c^2}.$$

The price is that an individual function lacks the point-nucleus power.

To keep that power, retain the potential in the balance:

$$Q=\frac{c(P'+\kappa P/r)}{2c^2+E_0+Z/r}.$$

Near the origin the $1/r$ factors cancel, leaving $Q\simeq(ca/Z)r^\gamma$, with the exact component ratio. The attraction integrand is now $r^{2\gamma-1}$, which is integrable for any $\gamma>0$.

**Q:** What fixes $E_0$, and can this energy also fall too low?

**A:** Update $E_0$ to the energy obtained until they agree at $E$. Write $B=c(P'+\kappa P/r)$ and $W=2c^2+E-V$, which is positive for $E>-2c^2$. For any admissible $Q$, the expectation value of $H-E$, before normalization, is

$$\int\left[(V-E)P^2+2QB-WQ^2\right]dr .$$

Completing the square gives

$$\int\left[(V-E)P^2+\frac{B^2}{W}-W\left(Q-\frac BW\right)^2\right]dr .$$

At self-consistency $Q=B/W$ and the first two terms integrate to zero. Any other $Q$ gives a negative result, so $E$ is the maximum energy over small functions for that $P$.

This maximum cannot lie below the exact $1s$ energy for $P=r^\gamma e^{-\zeta r}$. Try $Q=kP$ with $k=c(\gamma-1)/Z$. Then $k^2=(1-\gamma)/(1+\gamma)$ and $1+k^2=2/(1+\gamma)$. Since $\int PP'dr=0$ and $\langle1/r\rangle=\zeta/\gamma$, the trial energy is

$$-\frac{Z\zeta}{\gamma}+\frac{-2c^2k^2-2ck\zeta/\gamma}{1+k^2}.$$

The fraction equals $-c^2(1-\gamma)+c^2(1-\gamma^2)\zeta/(Z\gamma)$. Because $c^2(1-\gamma^2)=Z^2$, its last part cancels $-Z\zeta/\gamma$. The result is $c^2(\gamma-1)$ for every $\zeta$. The maximum over $Q$ is therefore at least the exact energy, and reaches it at $\zeta=Z$, where this trial pair is the exact solution.

For $Z=80$, starting with $E_0=0$ gives $-3532.79$ hartree, which is 0.60 hartree too low because the balance is not yet self-consistent. The next update gives $-3532.19$ hartree, the exact value to the digits shown. Self-consistent energies at $\zeta=72$ and $88$ bohr$^{-1}$ are $-3504.74$ and $-3506.40$ hartree, both above it. The numerical output gives further digits. "Exact" here refers to the one-electron Dirac equation with a point nucleus; nuclear size and QED are absent.

**Q:** Then my mistake was to combine two choices that are each reasonable on their own.

**A:** Yes. The power $r^\gamma$ comes from letting $Z/r$ dominate at the origin, while kinetic balance neglects $Z/r$ there. For $|\kappa|=1$ that inconsistency makes the nuclear attraction integral diverge.

## Calculated quantities

```
speed of light c: 137.0359992 a.u.
nuclear charge Z: 80.0
exponent zeta: 80.0 1/bohr
gamma, |kappa|=1: 0.81190599
gamma, |kappa|=2: 1.9129013
a = gamma+kappa, s1/2: -0.18809401
a = gamma+kappa, p1/2: 1.811906
measured power of balanced Q, s1/2: -0.18809401
measured power of balanced Q, p1/2: -0.18809401
exact Q/P for 1s: -0.32219564
radius r* = Z/(2c^2): 0.0021300542 bohr
balanced Q / exact Q at r=1e-3 bohr: 3.03601
balanced Q / exact Q at r=1e-5 bohr: 213.911
balanced Q / exact Q at r=1e-7 bohr: 21301.4
largest Z with finite norm, bound c*sqrt(3)/2: 118.677
norm of balanced Q, s1/2 (P unnormalized): 3.2752678e-7 a.u.
continued <V> in balanced Q, s1/2 (false): -7882.6861 hartree
continued <V> in balanced Q, p1/2 (false): 55238.881 hartree
true <V> in balanced Q, kappa=-2: -3453.6736 hartree
cutoff 1e-4 bohr: <V> in balanced Q = -17251.3 hartree, pair energy = -4078.4400 hartree
cutoff 1e-6 bohr: <V> in balanced Q = -63142.1 hartree, pair energy = -5851.4215 hartree
cutoff 1e-8 bohr: <V> in balanced Q = -320463 hartree, pair energy = -7333.3024 hartree
cutoff 1e-12 bohr: <V> in balanced Q = -1.00013e+07 hartree, pair energy = -7863.4795 hartree
cutoff 1e-20 bohr: <V> in balanced Q = -1.02146e+10 hartree, pair energy = -7882.6672 hartree
limit of pair energy, -Z*zeta/gamma: -7882.6861 hartree
exact 1s energy: -3532.192093 hartree
retained potential, E0=0, first energy: -3532.793744 hartree
retained potential, second energy: -3532.192093 hartree
retained potential, self-consistent: -3532.192093 hartree
same, zeta=72: -3504.744436 hartree
same, zeta=88: -3506.404846 hartree
hydrogen 1-gamma: 2.6626e-5
hydrogen: relative change, cutoff 1e-10 to 1e-20 bohr: 6.541e-8
hydrogen: log10(cutoff/bohr) where D = F: -80254.0
```
